# A vacancy as an infinite potential, and its zero mode in graphene

Take one carbon atom out of a graphene sheet. An electron moving through the $\pi$ orbitals can no longer visit that site, and its three neighbours each lose a bond. In a model with one orbital per site there are two ways to describe this. One can strike the site out of the Hamiltonian, or one can keep it and raise its energy until no electron at finite energy can enter. The second way uses the Green function of the perfect lattice, which is known. It must be shown that the two agree, and what state the missing site leaves behind.

Let $H$ be the Hamiltonian of the perfect lattice in an orthonormal site basis, and let $G^0(z)=(z-H)^{-1}$ at a complex energy $z$ off the real axis. A potential $V=U|0\rangle\langle 0|$ acts on site 0. The new Green function obeys $(z-H-V)G=1$, so $(z-H)G=1+VG$. Multiplication by $G^0$ from the left gives the Dyson equation $G=G^0+G^0VG$, or in components

$$G_{ij}=G^0_{ij}+G^0_{i0}\,U\,G_{0j}.$$

Only $G_{0j}$ is unknown on the right. Setting $i=0$ gives $(1-UG^0_{00})G_{0j}=G^0_{0j}$, and therefore

$$G_{ij}=G^0_{ij}+G^0_{i0}\,\frac{U}{1-UG^0_{00}}\,G^0_{0j}.$$

The fraction tends to $-1/G^0_{00}$ as $U\to\infty$, provided $G^0_{00}\neq0$. Off the real axis this holds: if $c_\nu$ is the amplitude on site 0 of the eigenstate with energy $E_\nu$, then

$$\operatorname{Im}G^0_{00}(z)=-\operatorname{Im}z\sum_\nu\frac{|c_\nu|^2}{|z-E_\nu|^2}\neq0 .$$

The limit is

$$G^\infty_{ij}=G^0_{ij}-\frac{G^0_{i0}G^0_{0j}}{G^0_{00}} .$$

It vanishes when $i=0$ or $j=0$, so the site is disconnected. To see that the rest is the Green function of the lattice without site 0, take $i$ and $j$ among the remaining sites and apply $z-H$ restricted to them. Because $G^\infty_{0j}=0$, the restricted sum may be extended over all sites:

$$\sum_{k\ne0}(z-H)_{ik}G^\infty_{kj}=\sum_k(z-H)_{ik}\left(G^0_{kj}-\frac{G^0_{k0}G^0_{0j}}{G^0_{00}}\right)=\delta_{ij}-\delta_{i0}\frac{G^0_{0j}}{G^0_{00}}=\delta_{ij}.$$

The last step uses $i\neq0$. The infinite potential and the deletion of the site are thus the same operation on the remaining sites, whatever the form of $H$.

At finite $U$ the difference from the limit follows from

$$\frac{U}{1-UG^0_{00}}+\frac1{G^0_{00}}=\frac{1}{G^0_{00}(1-UG^0_{00})}\approx-\frac{1}{U(G^0_{00})^2},$$

so it falls as $1/U$ at fixed $z$. The lost state has gone to high energy. Levels of the perturbed lattice whose states have weight on site 0 satisfy $UG^0_{00}(E)=1$, and for large $E$ one has $G^0_{00}(E)\approx 1/E+H_{00}/E^2$, which gives $E\approx U+H_{00}$.

Now let the lattice be bipartite: its sites divide into sublattices $A$ and $B$ with $N$ sites each, hopping connects only $A$ to $B$, and all on-site energies are equal and set to zero. Then

$$H=\begin{pmatrix}0&h\\h^\dagger&0\end{pmatrix},$$

where the rows of $h$ belong to $A$ and its columns to $B$. Remove site 0 of sublattice $A$. This deletes one row of $h$ and leaves an $(N-1)\times N$ matrix $h'$. A state of zero energy satisfies two separate conditions,

$$h'\psi_B=0,\qquad h'^\dagger\psi_A=0 .$$

The first is a set of $N-1$ equations for $N$ amplitudes, so it has a nonzero solution. If $h$ is invertible, the solution can be written down. The condition $h'\psi_B=0$ says that $h\psi_B$ vanishes on every $A$ site except perhaps the removed one. Hence $h\psi_B=c\,e_0$, with $e_0$ the unit vector on site 0, and up to the factor $c$

$$\psi=h^{-1}e_0 .$$

There is one such state. On sublattice $A$ there is none, because $h'^\dagger\psi_A$ equals $h^\dagger$ acting on $\psi_A$ padded with a zero at site 0, and $h^\dagger$ is invertible. The zero mode lives on the sublattice that did not lose a site.

If $h$ is singular, let $h'$ have rank $\rho$. There are then $N-\rho$ zero modes on $B$ and $N-1-\rho$ on $A$. Only their difference, one, is fixed by counting.

The assumptions can be relaxed. On-site energies and hopping within sublattice $A$ leave the mode as it is, because $\psi$ has no amplitude there. If every $B$ site has energy $\Delta$, the same $\psi$ is still an eigenstate, now at $E=\Delta$, since the $A$ rows still give zero and the $B$ rows give $\Delta\psi$. Hopping within sublattice $B$ is different: it adds a term $T\psi$ that is in general not proportional to $\psi$, and the argument fails.

The Dyson equation contains the same mode as a pole. At $z=0$, for invertible $h$,

$$G^0(0)=-H^{-1}=-\begin{pmatrix}0&(h^\dagger)^{-1}\\h^{-1}&0\end{pmatrix},$$

so $\psi_i=-G^0_{i0}(0)$ for $i$ on $B$: the zero mode is, up to sign, the zero-energy Green function of the perfect lattice seen from the removed site. The $A$–$A$ block of $G^0(z)$ is $z(z^2-hh^\dagger)^{-1}$. For small $z$ its element at site 0 is

$$G^0_{00}(z)\approx-z\,\big[(h^\dagger)^{-1}h^{-1}\big]_{00}=-az,\qquad a=\sum_{i\in B}|\psi_i|^2 .$$

The denominator of $G^\infty$ vanishes at $z=0$. For $i,j$ on $B$ the numerator is $G^0_{i0}G^0_{0j}\to(-\psi_i)(-\psi_j^*)$, and

$$G^\infty_{ij}\approx-\frac{\psi_i\psi_j^*}{-az}=\frac{1}{z}\,\frac{\psi_i\psi_j^*}{a}.$$

The residue is the projector on the normalized zero mode. If $i$ or $j$ lies on $A$, the numerator carries at least one extra factor $z$ and there is no pole. For large finite $U$ the condition $UG^0_{00}(E)=1$ becomes $-aUE=1$, so the level sits at

$$E\approx-\frac{1}{aU},$$

as long as $|E|$ is small compared with the lowest levels of the perfect lattice.

For graphene let the hopping between nearest neighbours be $-t$ and the bond length $d$. Put the removed $A$ site at the origin. The vectors from an $A$ site to its $B$ neighbours are

$$\boldsymbol\delta_1=d(0,1),\quad \boldsymbol\delta_2=d\left(\tfrac{\sqrt3}2,-\tfrac12\right),\quad \boldsymbol\delta_3=d\left(-\tfrac{\sqrt3}2,-\tfrac12\right).$$

Writing $\psi=-\phi/t$ turns $h\psi=e_0$ into

$$\sum_{j=1}^3\phi(\mathbf r_A+\boldsymbol\delta_j)=\delta_{\mathbf r_A,0}.$$

On every remaining $A$ site the three surrounding amplitudes add to zero. On the infinite lattice a Fourier transform solves this:

$$\phi(\mathbf r)=\int_{BZ}\frac{d^2k}{\Omega}\,\frac{e^{i\mathbf k\cdot\mathbf r}}{f(\mathbf k)},\qquad f(\mathbf k)=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},$$

where $\Omega=(2\pi)^2/A_c$ is the zone area and $A_c=3\sqrt3\,d^2/2$ the cell area. Three unit phases add to zero only when they are $120^\circ$ apart, which happens at $\mathbf K=(4\pi/(3\sqrt3d),0)$ and at $\mathbf K'=-\mathbf K$. There $f$ vanishes linearly, and a $1/q$ singularity is integrable in two dimensions.

No other decaying solution exists, apart from a factor. Two solutions with the same source differ by $\chi$ with $f\tilde\chi=0$. The transform $\tilde\chi$ then lives at the points $\pm\mathbf K$, so $\chi$ is built of plane waves, possibly times polynomials, and does not decay. The same reasoning excludes a decaying zero-energy solution on $A$.

One of the two integrations can be done in closed form. With $\mathbf a_1=\boldsymbol\delta_1-\boldsymbol\delta_2$ and $\mathbf a_2=\boldsymbol\delta_1-\boldsymbol\delta_3$, a $B$ site is at $\mathbf r=m\mathbf a_1+n\mathbf a_2+\boldsymbol\delta_1$. Let $k_i=\mathbf k\cdot\mathbf a_i$. The factor $e^{i\mathbf k\cdot\boldsymbol\delta_1}$ cancels, and

$$\phi=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_1dk_2}{(2\pi)^2}\frac{e^{i(mk_1+nk_2)}}{c+e^{-ik_2}},\qquad c=1+e^{-ik_1}=2\cos\tfrac{k_1}2\,e^{-ik_1/2}.$$

For $|k_1|<2\pi/3$ one has $|c|>1$, and the fraction is $\sum_{p\ge0}(-1)^pe^{-ipk_2}c^{-p-1}$. The $k_2$ integral keeps $p=n$. For $|c|<1$ the series contains $e^{i(p+1)k_2}$ instead and gives nothing when $n\ge0$. Thus, for $n\ge0$,

$$\phi=\frac{(-1)^n}{\pi}\int_0^{2\pi/3}\frac{\cos[(m+\frac{n+1}2)k]}{(2\cos\frac k2)^{n+1}}\,dk .$$

For $n<0$ the second series contributes with $p=-n-1$; the integrand is the same, the range is $2\pi/3$ to $\pi$, and the sign is $(-1)^{n+1}$. At the nearest neighbour, $m=n=0$, the integrand is $\frac12$ and $\phi=\frac13$. By threefold symmetry all three neighbours have this value, and they add to one as required. At $m=n=1$, a distance $4d$ along $\boldsymbol\delta_1$, the integral is elementary and gives $\phi=\frac23-\sqrt3/\pi\approx0.1153$.

The behaviour at large $r$ comes from the singular points of $1/f$. At $\mathbf K$ the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,\omega,\bar\omega$ with $\omega=e^{2\pi i/3}$. To first order in $\mathbf q=\mathbf k-\mathbf K$,

$$f_1=id\left[q_y-\tfrac12(\omega+\bar\omega)q_y+\tfrac{\sqrt3}2(\omega-\bar\omega)q_x\right]=id\left[\tfrac32q_y+\tfrac{3i}2q_x\right]=-\tfrac{3d}2(q_x-iq_y),$$

since $\omega+\bar\omega=-1$ and $\omega-\bar\omega=i\sqrt3$. Let $\alpha$ be the polar angle of $\mathbf q$ and $\theta$ that of $\mathbf r$. Then $1/(q_x-iq_y)=e^{i\alpha}/q$, the angular integral gives $2\pi i\,e^{i\theta}J_1(qr)$, and with $\int_0^\infty J_1(x)dx=1$

$$\int\frac{d^2q}{(2\pi)^2}\frac{e^{i\mathbf q\cdot\mathbf r}}{q_x-iq_y}=\frac{ie^{i\theta}}{2\pi}\int_0^\infty J_1(qr)\,dq=\frac{ie^{i\theta}}{2\pi r}.$$

The contribution of $\mathbf K$ is therefore

$$A_c\left(-\frac{2}{3d}\right)\frac{i}{2\pi r}e^{i(\mathbf K\cdot\mathbf r+\theta)}=-i\,\frac{\sqrt3\,d}{2\pi r}\,e^{i(\mathbf K\cdot\mathbf r+\theta)} .$$

Because $f(-\mathbf k)=f(\mathbf k)^*$, the point $\mathbf K'$ adds the complex conjugate, and

$$\phi(\mathbf r)\approx\frac{\sqrt3}{\pi}\,\frac dr\,\sin(\mathbf K\cdot\mathbf r+\theta).$$

This is the $1/r$ law. The density falls as $1/r^2$ and is modulated by the interference of the two valleys.

The next term tells how soon the law sets in. The second-order part of $f$ is $f_2=-\frac12\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}(\mathbf q\cdot\boldsymbol\delta_j)^2$. Inserting the three vectors, the sum is $d^2[\frac34(q_y^2-q_x^2)-\frac{3i}2q_xq_y]$, so $f_2=\frac38d^2q^2e^{2i\alpha}$. The correction to $1/f$ is $-f_2/f_1^2=-\frac16e^{4i\alpha}$. Its transform uses $\int_0^\infty xJ_4(x)dx=4$, understood with a convergence factor, and equals $-\frac16\cdot 2e^{4i\theta}/(\pi r^2)$. Multiplying by $A_c$ and adding both valleys gives

$$\phi\approx\frac{\sqrt3}\pi\left[\frac dr\sin(\mathbf K\cdot\mathbf r+\theta)-\frac{d^2}{r^2}\cos(\mathbf K\cdot\mathbf r+4\theta)\right].$$

Along $\boldsymbol\delta_1$ the sites with $m=n=p$ lie at $r=(3p+1)d$, where $\mathbf K\cdot\mathbf r=0$ and $\theta=\pi/2$. There $r\phi/d\approx(\sqrt3/\pi)(1-d/r)$, with $\sqrt3/\pi=0.5513$. Gauss–Legendre quadrature of the one-dimensional integral gives:

| $r/d$ | $\phi$ | $r\phi/d$ |
|---|---|---|
| 1 | 0.3333 | 0.3333 |
| 4 | 0.1153 | 0.4614 |
| 13 | 0.0397 | 0.5159 |
| 31 | 0.0173 | 0.5350 |
| 76 | 0.0072 | 0.5443 |

At $r=76d$ the two-term formula gives $0.55133\times(1-1/76)=0.5441$, close to the quadrature value. At $r=d$ its two terms cancel, so it is useless next to the vacancy, where the value is $\frac13$.

A $1/r$ amplitude in two dimensions is on the border of being normalizable. In the sum of $\phi^2$ over $B$ sites within a radius $R$, one site occupies the area $A_c$ and the squared sine averages to $\frac12$; its oscillating part does not contribute to the growth. Hence

$$\sum_{r<R}\phi^2\approx\frac1{A_c}\int^R2\pi r\,dr\,\frac{3d^2}{2\pi^2r^2}+\text{const}=\frac{2}{\sqrt3\,\pi}\ln\frac Rd+\text{const}.$$

The coefficient is $0.3676$. Direct summation of the quadrature values gives $1.31349$ for $R=20d$ and $1.82305$ for $R=80d$; the difference divided by $\ln4$ is $0.50956/1.38629=0.3676$. The norm diverges, though slowly. In infinite graphene the vacancy therefore has no bound state at zero energy. What it has is a decaying solution of the zero-energy equation that cannot be normalized, a quasi-localized state.

The Green function shows the same thing. On the infinite lattice $a$ is infinite, and the linear law for $G^0_{00}$ must be replaced. At $z=i\eta$ with small $\eta>0$, the two valleys give, with $v=\frac32td$ and a momentum cutoff $\Lambda$ of order $1/d$,

$$G^0_{00}(i\eta)\approx-i\eta\,\frac{A_c}{\pi}\int_0^{\Lambda}\frac{q\,dq}{\eta^2+v^2q^2}\approx-i\eta\,\frac{2}{\sqrt3\,\pi t^2}\ln\frac t\eta .$$

This keeps only the leading logarithm. The sum over the whole zone puts the argument of the logarithm close to $3t/\eta$, so that at $\eta=0.01\,t$ the coefficient of $-i\eta/t^2$ is $2.10$, not $1.69$. Thus, for $B$ sites $i$ and $j$ at which $\phi$ is not zero, $G^\infty_{ij}$ still diverges as $\eta\to0$, but as $1/(\eta\ln(t/\eta))$, which is weaker than the pole of a bound state.

A finite sheet does have a true zero mode. Take $L\times L$ cells with periodic boundaries and $L$ not a multiple of three, so that the allowed wave vectors miss $\mathbf K$ and $\mathbf K'$ and $h$ is invertible. For $L=10$ one vacancy leaves 99 $A$ sites and 100 $B$ sites. Numerical diagonalization gives one level at zero to rounding accuracy, and the next at $|E|=0.382\,t$. The latter is a level of the perfect sheet, whose energies are $\pm t|f|$: at $k_1=-k_2=108^\circ$ one has $|f|=1+2\cos108^\circ=0.382$. It is degenerate there, and a combination that vanishes on the removed site does not notice the vacancy.

The squared norm of $h^{-1}e_0$ is $a=1.0143/t^2$. Threefold symmetry again puts $\phi=\frac13$ on each neighbour of the vacancy, so the three together carry the fraction

$$\frac{3\times(1/3)^2}{at^2}=\frac1{3\times1.0143}=0.329$$

of the normalized mode. With a potential $U=1000\,t$ in place of the vacancy, the estimate is $E=-1/(aU)=-9.8587\times10^{-4}\,t$, and diagonalization gives $-9.8586\times10^{-4}\,t$.

If $L$ is a multiple of three, $\mathbf K$ and $\mathbf K'$ are allowed, and the perfect sheet has two zero modes on each sublattice. The rank of $h$ is $N-2$. Its left null vectors are plane waves on $A$, nonzero at site 0, so the removed row is a combination of the others and the rank stays $N-2$. There remain two zero modes on $B$ and one on $A$. Diagonalization for $L=9$ gives four zero levels before the removal and three after it.

As the sheet grows, with $L$ again not a multiple of three, the mode spreads. Since $at^2=L^{-2}\sum_{\mathbf k}|f(\mathbf k)|^{-2}$ and the closest wave vectors lie at a distance of order $1/L$ from $\mathbf K$, $at^2$ grows as $0.3676\ln L$. The sums over $\mathbf k$ are:

| $L$ | $at^2$ | share of three neighbours |
|---|---|---|
| 10 | 1.014 | 0.329 |
| 100 | 1.893 | 0.176 |
| 400 | 2.406 | 0.139 |
| 1600 | 2.916 | 0.114 |

The slope per unit of $\ln L$ is $0.3698$ between $L=100$ and $400$, and $0.3681$ between $400$ and $1600$. The excess over $0.3676$ comes from the trigonal warping in $f_2$, which adds to $1/|f|^2$ a term proportional to $\cos(3\alpha)/q$. Its angular integral vanishes, but $\mathbf K$ lies at the centre of a triangle of grid points, about which the grid is not symmetric under $\mathbf q\to-\mathbf q$, so a remainder of order $1/L$ survives. Its sign follows the orientation of the triangle: it is about $-0.42/L$ in $at^2$ when $L$ leaves remainder 1 on division by three, as for all sides in the table, and $+0.42/L$ when $L$ leaves remainder 2. For $L=101$, $401$ and $1601$ the slopes are $0.3653$ and $0.3670$, below $0.3676$. Even at $L=1600$, with more than five million sites, the three neighbours hold 11 percent of the mode: the logarithm drains the centre very slowly.

These results belong to independent electrons with nearest-neighbour hopping on an undistorted lattice. A real vacancy also has broken $\sigma$ bonds, a relaxed geometry, hopping within each sublattice and electron repulsion, all of which are left out here.

Numerical values quoted here were computed with a short program.
